\section*{Single-photon positron annihilation on K electrons compared with two-photon annihilation}

\section{Where simple counting fails}

Suppose that the rate for a positron to annihilate with a K electron into one photon were found by treating the electron as free and at rest. The answer would be zero, because energy and momentum cannot both be conserved. Suppose instead that one ignored momentum and multiplied the K-electron density at the nucleus, proportional to $(Z\alpha)^3$, by one factor $\alpha$ for the photon. The process would then be allowed, but with the wrong power of $Z$. The missing ingredient is the momentum that the nucleus must absorb.

I use $\hbar=c=m=1$, where $m$ is the electron mass, and $e^2=4\pi\alpha$. The classical electron radius is then $r_e=\alpha$. Let
\[
\zeta=Z\alpha,\quad p=\sqrt{\gamma^2-1},\quad \beta=p/\gamma,\quad \omega=\gamma+1,\quad \ell=\ln(\gamma+p),
\]
where $\gamma$ is the positron energy and $\mathbf p$ its momentum. The calculation is of leading order in $\zeta$ and requires $2\pi\zeta\ll\beta$, which also implies $\zeta\ll1$. Screening is neglected, and so is the binding energy, which is of order $\zeta^2$.

\section{The estimate}

A free electron at rest and the positron have total four-momentum squared $(\gamma+1)^2-p^2=2(\gamma+1)$. A photon has zero, so one photon cannot carry away the pair's four-momentum. Near a heavy nucleus of mass $M$, the nucleus supplies $\mathbf q=\mathbf k-\mathbf p$ at an energy cost $q^2/2M$, which is negligible. The photon energy is then $\omega=\gamma+1$. With $x=\cos\theta$, the cosine of the angle between photon and positron, and $p^2=(\gamma-1)\omega$,
\begin{equation}
q^2=\omega^2+p^2-2\omega px=2\omega D,\qquad D=\gamma-px .
\label{q}
\end{equation}
The smallest value is $q=\omega-p=1+(\gamma-p)>1$. The nucleus must therefore take up more than $mc$ at every positron energy. Recoil here means momentum, not an appreciable recoil energy.

A K electron typically has momentum $\zeta$, far below this. Its high-momentum tail follows from the Schr\"odinger equation in momentum space,
\[
\frac{q^2+\zeta^2}{2}\,\phi(\mathbf q)=\int\!\frac{d^3l}{(2\pi)^3}\,\frac{4\pi\zeta}{|\mathbf q-\mathbf l|^2}\,\phi(\mathbf l).
\]
For $q\gg\zeta$ the integral is dominated by $l\sim\zeta$, so $\mathbf l$ can be dropped beside $\mathbf q$. The remaining integral is the wave function at the origin, $\phi_0$:
\begin{equation}
\phi(\mathbf q)\simeq\frac{8\pi\zeta\phi_0}{q^4},\qquad \phi_0^2=\frac{\zeta^3}{\pi}.
\label{tail}
\end{equation}
The probability of finding a momentum above $mc$ is
\[
P=\int_1^\infty\!\frac{4\pi q^2dq}{(2\pi)^3}\,\frac{64\pi^2\zeta^2\phi_0^2}{q^8}
=32\,\zeta^2\,\frac{\zeta^3}{\pi}\,\frac15=\frac{32\zeta^5}{5\pi}.
\]
Three powers of $\zeta$ come from the density and two from the Coulomb force that produces the tail. Using a nonrelativistic tail at $q\sim1$ is good enough for an estimate.

Emission of one photon costs a factor $\alpha$, and the remaining scale of area is $1/m^2$. Hence
\[
\sigma_1\sim\alpha\,\zeta^5=Z^5\alpha^6=Z^5\alpha^4r_e^2 .
\]
Two photons can balance the momentum between themselves and need no tail. Two emissions give $\alpha^2=r_e^2$ per electron, or $Zr_e^2$ per atom. The ratio is of order $Z^4\alpha^4=\zeta^4$. This argument does not fix the numerical factor or its dependence on energy.

\section{The one-photon amplitude}

The metric is $(+,-,-,-)$. In two-component blocks,
\[
\gamma^0\binom{f}{g}=\binom{f}{-g},\qquad
\boldsymbol\gamma\!\cdot\!\mathbf a\binom{f}{g}=\binom{\sigma_a g}{-\sigma_a f},\qquad \sigma_a=\boldsymbol\sigma\!\cdot\!\mathbf a .
\]
The electron at rest has $u=(\chi,0)$. The photon has direction $\mathbf n$ and real polarization $\mathbf e\perp\mathbf n$, so $\slashed\varepsilon=-\boldsymbol\gamma\cdot\mathbf e$. The positron corresponds to the negative-energy spinor of momentum $-\mathbf p$,
\[
v=N\binom{\sigma_p\eta/\omega}{\eta},\qquad N^2=\frac{\omega}{2\gamma},
\]
where $N$ follows from $v^\dagger v=1$.

The Coulomb potential $U(q)=-4\pi\zeta/q^2$ must act at least once, since $q\neq0$. It can act on the electron before the emission or on the positron line. Both terms are of the same order in $\zeta$.

\emph{Electron term.} The Dirac equation gives the tail, with $\gamma^0u=u$:
\[
\psi(\mathbf q)=(\gamma^0-\boldsymbol\gamma\!\cdot\!\mathbf q-1)^{-1}\gamma^0U\phi_0u
=-\frac{U\phi_0}{q^2}(2-\boldsymbol\gamma\!\cdot\!\mathbf q)u .
\]
Its upper part is (\ref{tail}), and its lower part is of relative size $q/2$, which cannot be dropped.

\emph{Positron term.} After emission the electron line has four-momentum $P-k$ with $P=(1,\mathbf 0)$, and $(P-k)^2-1=-2\omega$. Since $P\cdot\varepsilon=0$, one has $(\slashed P+1)\slashed\varepsilon u=\slashed\varepsilon(1-\slashed P)u=0$. Therefore
\begin{equation}
(\slashed P-\slashed k-1)^{-1}\slashed\varepsilon u=\frac{\slashed k\slashed\varepsilon u}{2\omega}
=\tfrac12(\gamma^0-\boldsymbol\gamma\!\cdot\!\mathbf n)\slashed\varepsilon u .
\label{prop}
\end{equation}

The amplitude is $U\phi_0\,\bar v\Gamma u$, where the electron term and the positron term, the latter with the Coulomb vertex $\gamma^0$, give
\[
\Gamma u=-\frac{\slashed\varepsilon(2-\boldsymbol\gamma\!\cdot\!\mathbf q)u}{q^2}
+\frac12\gamma^0(\gamma^0-\boldsymbol\gamma\!\cdot\!\mathbf n)\slashed\varepsilon u .
\]
In blocks, $\slashed\varepsilon$ turns $(f,g)$ into $(-\sigma_eg,\sigma_ef)$, and $(2-\boldsymbol\gamma\cdot\mathbf q)u=(2\chi,\sigma_q\chi)$. Hence
\[
\Gamma u=\binom{\sigma_e\sigma_q\chi/q^2}{-2\sigma_e\chi/q^2}
+\frac12\binom{-\sigma_n\sigma_e\chi}{\sigma_e\chi}
=\binom{\sigma_e\sigma_b\chi}{c\,\sigma_e\chi},
\]
\[
\mathbf b=\frac{\mathbf q}{q^2}+\frac{\mathbf n}{2},\qquad c=\frac12-\frac2{q^2},
\]
where $\sigma_n\sigma_e=-\sigma_e\sigma_n$ was used. With $\bar v=v^\dagger\gamma^0$,
\[
\bar v\Gamma u=N\eta^\dagger\left(\frac{\sigma_p\sigma_e\sigma_b}{\omega}-c\,\sigma_e\right)\chi .
\]

\section{Spin sum and angular law}

The sum over $\chi$ and $\eta$ is a trace of $2\times2$ matrices. Its cross term contains
\[
\mathrm{Tr}(\sigma_e\sigma_p\sigma_e\sigma_b)=4(\mathbf e\!\cdot\!\mathbf p)(\mathbf e\!\cdot\!\mathbf b)-2\,\mathbf p\!\cdot\!\mathbf b .
\]
Let $p_n$ and $b_n$ be components along $\mathbf n$. Because $\sum_e(\mathbf e\cdot\mathbf p)(\mathbf e\cdot\mathbf b)=\mathbf p\cdot\mathbf b-p_nb_n$, this sums to $-4p_nb_n$. The full sum over spins and polarizations is $4N^2F$, with
\[
F=\frac{p^2b^2}{\omega^2}+c^2+\frac{2c\,p_nb_n}{\omega}.
\]
Let $p_\perp=p\sin\theta$. The part of $\mathbf b$ normal to $\mathbf n$ is $-\mathbf p_\perp/q^2$, so completing the square gives
\[
F=h^2+\frac{p_\perp^2}{\omega^2}\left(b_n^2+\frac{p^2}{q^4}\right),\qquad h=c+\frac{p_nb_n}{\omega}.
\]
From (\ref{q}), $p_n=\omega-1-D$, $\mathbf q\cdot\mathbf n=1+D$ and $p_\perp^2=2(\omega-1)D-1-D^2$. Hence
\[
b_n=\frac{(\omega+1)D+1}{2\omega D},\qquad c=\frac12-\frac1{\omega D},
\]
\begin{align*}
2\omega^2D\,h&=\omega^2D-2\omega+(\omega-1-D)[(\omega+1)D+1]\\
&=(\omega+1)[2(\omega-1)D-1-D^2]=(\omega+1)p_\perp^2 .
\end{align*}
The whole of $F$ is thus proportional to $p_\perp^2$. Using $p^2=\omega(\omega-2)$,
\begin{align*}
\frac{4\omega^4D^2F}{p_\perp^2}
&=(\omega+1)^2p_\perp^2+[(\omega+1)D+1]^2+\omega(\omega-2)\\
&=2(\omega+1)D[(\omega^2-1)+1]-(\omega+1)^2+(\omega-1)^2\\
&=2\omega^2(\omega+1)D-4\omega .
\end{align*}

The positron spin average gives $1/2$, and the sum over $\chi$ counts the two K electrons. With flux $p/\gamma$ and photon factor $4\pi\alpha/2\omega$,
\[
\frac{d\sigma_1}{d\Omega}=\frac{\gamma}{p}\,\frac{\omega^2}{(2\pi)^2}\,\frac{4\pi\alpha}{2\omega}\,
U^2\phi_0^2\,\frac12\,4N^2F .
\]
Here $U^2\phi_0^2=16\pi\zeta^5/q^4=4\pi\zeta^5/(\omega^2D^2)$, so the right side is $2\alpha\zeta^5F/(pD^2)$, or
\begin{equation}
\frac{d\sigma_1}{d\Omega}=Z^5\alpha^4r_e^2\,
\frac{p\sin^2\theta\,[\omega(\omega+1)D-2]}{\omega^3D^4}.
\label{angular}
\end{equation}

For the total, define $x'=(\gamma x-p)/D$. Direct substitution gives $dx'=dx/D^2$, $1-x'^2=(1-x^2)/D^2$ and $\gamma+px'=1/D$. Thus
\[
\int_{-1}^1\frac{1-x^2}{D^4}dx=\int_{-1}^1(1-x'^2)dx'=\frac43 .
\]
With $y=\gamma+px'$,
\[
\int_{-1}^1\frac{1-x^2}{D^3}dx=\int_{-1}^1\frac{1-x'^2}{\gamma+px'}dx'
=\frac1{p^3}\int_{\gamma-p}^{\gamma+p}\!\left(2\gamma-y-\frac1y\right)dy
=\frac{2(\gamma p-\ell)}{p^3}.
\]
Multiplying by the azimuthal factor $2\pi$ and using $p^2=(\gamma-1)\omega$ in the $4/3$ term gives
\begin{equation}
\sigma_1=4\pi Z^5\alpha^4r_e^2G,\qquad
G=\frac{\gamma^2+\frac23\gamma+\frac43-(\gamma+2)\ell/p}{p(\gamma+1)^2}.
\label{one}
\end{equation}

\section{The two-photon cross section}

For comparison, take a free electron at rest and photons with energies $\omega_i$, directions $\mathbf n_i$ and polarizations $\mathbf e_i$. Now $\omega_1+\omega_2=\omega$ and $\omega_1\mathbf n_1+\omega_2\mathbf n_2=\mathbf p$. Set
\[
C=\mathbf e_1\!\cdot\!\mathbf e_2,\quad A=\mathbf e_2\!\cdot\!\mathbf n_1,\quad B=\mathbf e_1\!\cdot\!\mathbf n_2,\quad
\mu=\mathbf n_1\!\cdot\!\mathbf n_2,\quad \delta=\frac{\omega_1-\omega_2}{\omega}.
\]
Equation (\ref{prop}) applies to whichever photon is emitted first. Adding both orders gives
\[
\Gamma_2u=\frac12\binom{2C\chi}{-W\chi},\qquad
W=\sigma_{e_2}\sigma_{n_1}\sigma_{e_1}+\sigma_{e_1}\sigma_{n_2}\sigma_{e_2},
\]
and $\bar v\Gamma_2u=N\eta^\dagger(C\sigma_p/\omega+W/2)\chi$. The product rule for Pauli matrices turns the bracket into $\boldsymbol\sigma\cdot\mathbf g+is/2$, with
\[
\mathbf g=\tfrac12[A\mathbf e_1+B\mathbf e_2+C\delta(\mathbf n_1-\mathbf n_2)],\qquad
s=(\mathbf n_1-\mathbf n_2)\!\cdot\!(\mathbf e_1\times\mathbf e_2).
\]
The terms linear in $\delta$ cancel in $g^2$, since $\mathbf e_1\cdot(\mathbf n_1-\mathbf n_2)=-B$ and $\mathbf e_2\cdot(\mathbf n_1-\mathbf n_2)=A$. The square of the triple product is a Gram determinant:
\begin{align*}
4g^2&=A^2+B^2+2ABC+2C^2\delta^2(1-\mu),\\
s^2&=2(1-\mu)(1-C^2)-A^2-B^2-2ABC .
\end{align*}
The spin sum is $2N^2(g^2+s^2/4)=N^2(1-\mu)[1-C^2(1-\delta^2)]$. Squaring $k_1+k_2$ gives $2\omega_1\omega_2(1-\mu)=2\omega$, while $1-\delta^2=4\omega_1\omega_2/\omega^2$. The sum becomes
\[
\frac1{2\gamma}\left[\frac{\omega^2}{\omega_1\omega_2}-4C^2\right].
\]
There are four polarization pairs, and $\sum C^2=1+\mu^2$. The polarization-summed result is $(2/\gamma)[\omega^2/(\omega_1\omega_2)-1-\mu^2]$.

At fixed $\omega_1$, $\omega_2^2=p^2+\omega_1^2-2p\omega_1x_1$, so $d^3k_1=2\pi\omega_1\omega_2\,d\omega_1d\omega_2/p$. Include $1/2$ for identical photons, $1/4$ for the spin averages, and $(4\pi\alpha)^2/(4\omega_1\omega_2)$ for the emissions:
\[
\sigma_2=\frac{\pi r_e^2}{2p^2}\int_{(\omega-p)/2}^{(\omega+p)/2}
\left[\frac{\omega^2+2\omega}{y}-2-\frac{\omega^2}{y^2}\right]d\omega_1,
\quad y=\omega_1\omega_2,
\]
where $\mu=1-\omega/y$ was used. Since $(\omega+p)/(\omega-p)=\gamma+p$ and $\omega^2-p^2=2\omega$, partial fractions give
\[
\int\frac{d\omega_1}{y}=\frac{2\ell}{\omega},\qquad
\int\frac{d\omega_1}{y^2}=\frac{4(p+\ell)}{\omega^3}.
\]
Therefore, per electron,
\begin{equation}
\sigma_2=\frac{\pi r_e^2}{\gamma+1}\left[\frac{(\gamma^2+4\gamma+1)\ell}{p^2}-\frac{\gamma+3}{p}\right].
\label{two}
\end{equation}

\section{When the ratio is of order $(Z\alpha)^4$}

For an atom with $Z$ electrons,
\begin{equation}
\frac{\sigma_1}{Z\sigma_2}=(Z\alpha)^4R(\gamma),\qquad R=\frac{4\pi G}{\sigma_2/r_e^2}.
\label{ratio}
\end{equation}
The power of $Z\alpha$ is thus confirmed, but $R$ has to be examined.

For small $p$, $\gamma\simeq1+p^2/2$ and $\ell/p\simeq1-p^2/6$. The numerator of $G$ becomes
\[
3+\frac{4p^2}{3}-\left(3+\frac{p^2}{2}\right)\left(1-\frac{p^2}{6}\right)\simeq\frac{4p^2}{3},
\]
so $G\to p/3$. In (\ref{two}) the bracket tends to $(6-4)/p$, so $\sigma_2\to\pi r_e^2/p$. Hence $R\to\frac43\beta^2$. The suppression reflects the factor $p_\perp^2$ in the squared one-photon amplitude. This limit still requires $\beta\gg2\pi\zeta$; for slower positrons the nuclear repulsion must be treated beyond first order.

For $\gamma\to\infty$, $G\to1/\gamma$ and $\sigma_2\to(\pi r_e^2/\gamma)(\ln2\gamma-1)$, so
\[
R\to\frac{4}{\ln2\gamma-1}.
\]
The ratio then falls slowly. Between these limits $R$ is 0.22 at a kinetic energy of 50 keV, 0.63 at 200 keV, 0.98 at 500 keV and 0.89 at 50 MeV. Its largest value is 1.31, near $\gamma=6.6$. The simple estimate therefore agrees with the leading-order result to within a factor of two from 200 keV to 50 MeV, but it is too large for slow positrons.

\section{A copper atom}

Take $Z=29$, for which $\zeta=0.2116$, and a positron with $\gamma=2$, that is, a kinetic energy of 511 keV. The photon energy is $3mc^2=1533$ keV. The nucleus absorbs between $1.27\,mc$ and $4.73\,mc$, but its recoil energy is only 3.6 to 50 eV. Momentum transfer is essential, while the energy transfer is negligible.

Here $p=\sqrt3$, and (\ref{one}) gives
\[
G=\frac{4+\frac43+\frac43-4\ln(2+\sqrt3)/\sqrt3}{9\sqrt3}=0.2326,\qquad 4\pi G=2.92 .
\]
With $Z^5\alpha^4=0.05816$ and $r_e^2=0.07941$ barn,
\begin{align*}
\sigma_1&=2.92\times0.05816\times0.07941\ \text{barn}\simeq0.0135\ \text{barn},\\
Z\sigma_2&=29\times2.95\times0.07941\ \text{barn}\simeq6.8\ \text{barn}.
\end{align*}
The leading-order ratio is $2.0\times10^{-3}$, close to $\zeta^4=2.01\times10^{-3}$ because $R=0.99$ at this energy. This near equality is a property of the chosen energy, not a general identity.

At leading order, the photon intensity per solid angle is greatest at $26^\circ$ to the positron direction and vanishes straight ahead, as (\ref{angular}) requires. Higher orders in $\zeta$ can fill in this zero. With the polarization vectors used here, omitting the positron term would make $\sigma_1$ come out 1.29 times the full leading-order value at this energy. This factor depends on the choice of photon gauge, because only the sum of the two terms is physical. The electron's tail alone therefore does not give the correct coefficient.

The formula was tested against a numerical matrix amplitude built with the Dirac--Coulomb 1s spinor at $\zeta=10^{-5}$. The positron term in that amplitude is kept at first order in $\zeta$, so the test checks the algebra and not the size of the higher orders. At $\gamma=1.2$, 2 and 5 the total agrees within a relative $10^{-3}$, and doubling $\zeta$ at $\gamma=2$ confirms the fifth power.

Copper is not in that limit. Over the range of $q$ above, the upper part of its unscreened 1s tail is 1.07 to 1.47 times the leading form. The parameter $X=2\pi\zeta/\beta$ is about 1.5 here and not small, so the repulsion of the positron cannot be treated to first order. A partial-wave sum with unscreened point-nucleus Dirac--Coulomb states for both electron and positron gives 0.0050 barn for the copper K shell, 0.37 of the leading-order value, and the ratio to $Z\sigma_2$ drops to $7.3\times10^{-4}$. At this energy the reduction is already 16\% for $Z=4$. The nonrelativistic density factor $X/(e^X-1)$ is no substitute for this sum: for copper it is 0.42, 0.33 and 0.13 at 511, 200 and 50 keV, while the actual reduction factor is 0.37, 0.39 and 0.41. The 0.0135 barn is thus an order-of-magnitude value, too large by a factor 2.7. It also leaves out the outer shells, and the two-photon value treats all 29 electrons as free and at rest. The leading-order values and the 1s tail ratios are collected in the numerical output below.

\section*{Computed results}
\begin{verbatim}
Z of copper: 29; mass number used: 63
Z alpha: 0.2116
(Z alpha)^4: 2.0056e-03
electron rest energy: 511.00 keV
positron gamma: 2.0; beta: 0.8660; p/(mc): 1.7321
positron kinetic energy: 511.00 keV
photon energy, K binding neglected: 1533.0 keV
smallest momentum transfer: 1.2679 mc
largest momentum transfer: 4.7321 mc
nuclear recoil energy, smallest: 3.58 eV
nuclear recoil energy, largest: 49.82 eV
tail probability 32(Z alpha)^5/(5 pi): 8.647e-04
r_e^2: 0.07941 barn
Z^5 alpha^4: 0.05816
Z^5 alpha^4 r_e^2: 4.619 millibarn
G at gamma=2: 0.23256
sigma1/(Z^5 alpha^4 r_e^2): 2.9225
sigma2 per electron/r_e^2: 2.9532
one-photon cross section per atom: 13.50 millibarn
two-photon cross section per atom: 6.801 barn
one-photon/two-photon ratio: 1.985e-03
R at gamma=2: 0.9896
angle of strongest emission: 26.0 degrees
sigma1 without positron scattering/full: 1.287
numerical power of Z: 4.99998
numerical slow-limit R/beta^2: 1.3333
Cu 1s tail/leading form, smallest q, large part: 1.066
Cu 1s tail/leading form, smallest q, small part: 0.991
Cu 1s tail/leading form, largest q, large part: 1.465
Cu 1s tail/leading form, largest q, small part: 1.079
Z alpha/beta for the example: 0.244
R at kinetic energy 50 keV: 0.2246
R at kinetic energy 100 keV: 0.3939
R at kinetic energy 200 keV: 0.6312
R at kinetic energy 500 keV: 0.9819
R at kinetic energy 1000 keV: 1.1903
R at kinetic energy 5000 keV: 1.2824
R at kinetic energy 50000 keV: 0.8913
largest R: 1.3128 at gamma 6.57
\end{verbatim}
